**Half-maximum width of a stripe blurred by a symmetric beam**

A stripe of true width $w$, scanned by a Gaussian beam of full width at half maximum $F$ and thresholded at half its own peak, gives a measured width $W$ larger than both $w$ and $F$. The program computes $W$ by direct quadrature of the blur integral and asserts agreement with the error-function profile, the two inequalities and the steady growth of $W$ with $w$. It also asserts the narrow limit $W\approx F+(\ln2/3)\,w^2/F$, the wide limit, and the factor 0.68 by which subtraction in quadrature fails for thin stripes. A triangular beam is used to assert that the bias vanishes when the centred beam fits inside the stripe and is present when it does not. For $F=3$ nm the output shows $W=3.32$ nm for a 2 nm stripe and 7.02 nm for a 7 nm stripe. A fixed threshold at half the wide-stripe plateau finds no line below $w=1.72$ nm. The program also sizes secondary-electron escape, backscattering, bright edges, beam deflection by charging and counting noise, and asserts the noise formula against simulated electron counts.

## Numerical verification

```python
"""
Result under test: a stripe of width w, blurred by a symmetric beam and measured
at half its OWN peak, gives a width W that is not w in general.  For a Gaussian
beam of full width at half maximum F (standard deviation s):
    W > max(w, F),
    W -> F + (ln2/3) w^2/F                          for w << F,
    W -> w + sqrt(2 pi) s erfc(w/(2 sqrt2 s))       for w >> F.
Lengths are in nm.  The signal is the excess over the background, scaled so that
a very wide stripe has plateau 1.  'Definition' means direct quadrature of the
blur integral; 'formula' means the error-function profile.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfinv

LN2 = np.log(2.0)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)
LAG_T, LAG_W = np.polynomial.laguerre.laggauss(30)


def sigma(F):
    return F / (2 * np.sqrt(2 * LN2))


def gaussian(F):
    s = sigma(F)
    return lambda x: np.exp(-x**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi))


def triangle(F):
    # base runs from -F to F, so the full width at half maximum is F
    return lambda x: np.clip(1 - np.abs(x) / F, 0, None) / F


def blur(x, w, kernel, shape=None):
    """Definition: integral of kernel(x-u)*shape(u) over the stripe."""
    u = 0.5 * w * NODES
    weight = 0.5 * w * WEIGHTS
    if shape is not None:
        weight = weight * shape(u, w)
    return kernel(np.atleast_1d(x)[:, None] - u) @ weight


def width_definition(w, kernel, reach, shape=None):
    """Full width at half of the profile's own maximum, from the definition."""
    grid = np.linspace(0, w / 2 + reach, 401)
    profile = blur(grid, w, kernel, shape)
    top = np.argmax(profile)
    half = profile[top] / 2
    return 2 * brentq(lambda x: blur(x, w, kernel, shape)[0] - half,
                      grid[top], grid[-1], xtol=1e-13)


def profile_formula(x, w, F):
    r = np.sqrt(2) * sigma(F)
    return 0.5 * (erf((x + w / 2) / r) - erf((x - w / 2) / r))


def width_formula(w, F):
    half = profile_formula(0.0, w, F) / 2
    return 2 * brentq(lambda x: profile_formula(x, w, F) - half,
                      0, w / 2 + 2 * F, xtol=1e-13)


def width_fixed(w, F):
    """Width at half of the wide-stripe plateau; zero if never reached."""
    if profile_formula(0.0, w, F) <= 0.5:
        return 0.0
    return 2 * brentq(lambda x: profile_formula(x, w, F) - 0.5,
                      0, w / 2 + 2 * F, xtol=1e-13)


def infer_width(W, F):
    return brentq(lambda w: width_formula(w, F) - W, 0.01, 30)


# ---------------- example inputs (rough typical values) ----------------
F = 3.0                 # beam full width at half maximum, nm
THIN, THICK = 2.0, 7.0  # oxide widths, nm
ENERGY_KEV = 1.0
s = sigma(F)
beam = gaussian(F)
reach = 4 * F

# ---------------- tests of the blur model ----------------
# round two-dimensional spot over a long stripe reduces to the 1D profile
y = 8 * s * NODES
u = 0.5 * THIN * NODES
for x0 in (0.0, 1.3, 2.5):
    spot = np.exp(-((x0 - u[:, None])**2 + y[None, :]**2) / (2 * s**2))
    spot /= 2 * np.pi * s**2
    two_dim = (0.5 * THIN * WEIGHTS) @ spot @ (8 * s * WEIGHTS)
    assert abs(two_dim - profile_formula(x0, THIN, F)) < 1e-10

# definition against formula, both inequalities, steady growth with w
scan = np.linspace(0.2, 12, 40)
W_scan = np.array([width_definition(w, beam, reach) for w in scan])
assert np.allclose(W_scan, [width_formula(w, F) for w in scan], atol=1e-9)
assert np.all(W_scan > np.maximum(scan, F))
assert np.all(np.diff(W_scan) > 0)

# narrow limit and the failure of subtraction in quadrature
w_small = 0.02 * F
W_small = width_definition(w_small, beam, reach)
narrow_coefficient = (W_small - F) * F / w_small**2
assert abs(narrow_coefficient / (LN2 / 3) - 1) < 2e-3
quadrature_ratio = np.sqrt(W_small**2 - F**2) / w_small
assert abs(quadrature_ratio / np.sqrt(2 * LN2 / 3) - 1) < 2e-3


def narrow_law(w):
    return F + LN2 / 3 * w**2 / F


def wide_bias(w):
    return np.sqrt(2 * np.pi) * s * erfc(w / (2 * np.sqrt(2) * s))


# wide limit
for w in (6.0, 7.0, 10.0):
    bias = width_definition(w, beam, reach) - w
    assert abs(wide_bias(w) / bias - 1) < 0.01

# triangular beam: no bias once the beam has no weight beyond w/2
# (tolerances allow for quadrature across the kinks of the triangle)
tri = triangle(F)
tri_wide = width_definition(2.0 * F, tri, reach)
tri_mid = width_definition(1.5 * F, tri, reach)
tri_narrow = width_definition(0.02 * F, tri, reach)
assert abs(tri_wide - 2.0 * F) < 2e-3
assert tri_mid - 1.5 * F > 0.1
assert abs(tri_narrow - F) < 0.03

# fixed threshold: too narrow, and lost below a critical stripe width
w_crit = 2 * np.sqrt(2) * s * erfinv(0.5)
assert abs(blur(0.0, w_crit, beam)[0] - 0.5) < 1e-10
for w in (2.0, 3.0, 5.0):
    W_fix = width_fixed(w, F)
    assert 0 < W_fix < w
    assert abs(blur(W_fix / 2, w, beam)[0] - 0.5) < 1e-9

# ---------------- neglected effects ----------------
ESCAPE = 1.0            # lateral decay length of escaping secondaries, nm


def beam_with_escape(x):
    total = np.zeros_like(x)
    for t, weight in zip(LAG_T, LAG_W):
        total += 0.5 * weight * (beam(x - ESCAPE * t) + beam(x + ESCAPE * t))
    return total


# Kanaya-Okayama range in silicon, converted from micrometres to nm
Z_SI, A_SI, RHO_SI = 14, 28.09, 2.33
range_nm = 1e3 * 0.0276 * A_SI * ENERGY_KEV**1.67 / (Z_SI**0.89 * RHO_SI)
BROAD_SHARE = 0.3
broad = gaussian(range_nm)


def beam_with_backscatter(x):
    return (1 - BROAD_SHARE) * beam(x) + BROAD_SHARE * broad(x)


EDGE_EXCESS, EDGE_DECAY = 0.5, 1.0


def bright_edges(u, w):
    return 1 + EDGE_EXCESS * (np.exp(-(w / 2 - u) / EDGE_DECAY)
                              + np.exp(-(w / 2 + u) / EDGE_DECAY))


W_main = {w: width_definition(w, beam, reach) for w in (THIN, THICK)}
shifts = {}
for w in (THIN, THICK):
    shifts[w] = (
        width_definition(w, beam_with_escape, reach) - W_main[w],
        width_definition(w, beam_with_backscatter, reach) - W_main[w],
        width_definition(w, beam, reach, bright_edges) - W_main[w])

# counting noise: Poisson arrivals, Poisson secondaries per arrival
CURRENT_PA, DWELL_US, ROWS = 10.0, 1.0, 500
YIELD_SI, YIELD_OX = 1.0, 2.0
electrons = (CURRENT_PA * 1e-12 * DWELL_US * 1e-6 / constants.e) * ROWS
contrast = YIELD_OX - YIELD_SI
peak = profile_formula(0.0, THIN, F)
y_peak = YIELD_SI + contrast * peak
y_half = YIELD_SI + contrast * peak / 2
x_half = W_main[THIN] / 2
slope = beam(x_half - THIN / 2) - beam(x_half + THIN / 2)
variance = (2 * y_half * (1 + y_half) + y_peak * (1 + y_peak)) / electrons
noise_W = np.sqrt(variance) / (contrast * slope)

rng = np.random.default_rng(7)
yields = np.array([y_half, y_half, y_peak])[:, None]
arrivals = rng.poisson(electrons, (3, 40000))
noise = (rng.poisson(arrivals * yields) / electrons - yields) / contrast
xs = np.linspace(0, 10, 4001)
falling = profile_formula(xs, THIN, F)
level = (peak + noise[2]) / 2
W_noisy = sum(np.interp(level - noise[k], falling[::-1], xs[::-1])
              for k in (0, 1))
assert abs(np.std(W_noisy) / noise_W - 1) < 0.05

step = 1e-3
gain = (width_formula(THIN + step, F) - width_formula(THIN - step, F)) / (2 * step)

# charged oxide: sideways field acting over a height equal to the oxide width
FIELD_MV_CM = 10.0
field_v_nm = FIELD_MV_CM * 0.1
deflection = field_v_nm * THIN**2 / (4 * ENERGY_KEV * 1e3)

# ---------------- stripe widths at which the bias reaches given shares --------
w_bias = {p: brentq(lambda w: width_formula(w, F) / w - 1 - p, 0.5, 20)
          for p in (0.10, 0.01)}
inferred = {f: infer_width(W_main[THIN], f) for f in (F - 0.1, F, F + 0.1)}
assert abs(inferred[F] - THIN) < 1e-6

# ---------------- printed numbers ----------------
print(f"beam FWHM F = {F:.2f} nm, standard deviation s = {s:.4f} nm")
print("stripe w | peak | own-half W | W-w | fixed-threshold width (nm)")
for w in (0.5, 1.0, 2.0, 3.0, 5.0, 7.0, 10.0):
    W = width_definition(w, beam, reach)
    fix = width_fixed(w, F)
    text = f"{fix:.3f}" if fix > 0 else "none"
    print(f"{w:5.1f} | {profile_formula(0.0, w, F):.4f} | {W:.3f} | "
          f"{W - w:.4f} | {text}")
edge = profile_formula(THIN / 2, THIN, F)
print(f"w = {THIN:.0f} nm: signal at true edge = {edge:.4f}, "
      f"half of peak = {peak / 2:.4f}")
print(f"narrow-limit coefficient: measured {narrow_coefficient:.5f}, "
      f"ln2/3 = {LN2 / 3:.5f}")
print(f"narrow law at {THIN:.0f} nm: W = {narrow_law(THIN):.3f} nm")
print(f"wide law at {THICK:.0f} nm: W-w = {wide_bias(THICK):.4f} nm")
for p, w in w_bias.items():
    print(f"bias is {100 * p:.0f}% of w at w = {w:.2f} nm = {w / F:.3f} F")
print(f"fixed threshold finds no line below w = {w_crit:.3f} nm "
      f"= {w_crit / F:.3f} F")
print(f"quadrature estimate at {THIN:.0f} nm: "
      f"{np.sqrt(W_main[THIN]**2 - F**2):.3f} nm")
print(f"quadrature estimate / w in narrow limit: {quadrature_ratio:.4f}")
print(f"triangular beam, F = {F:.0f} nm: w = {2 * F:.1f} -> {tri_wide:.3f} nm, "
      f"w = {1.5 * F:.1f} -> {tri_mid:.3f} nm")
print(f"triangular beam: w = {0.02 * F:.2f} -> {tri_narrow:.3f} nm")
for f, w in inferred.items():
    print(f"w inferred from W = {W_main[THIN]:.3f} nm if F is taken as "
          f"{f:.1f} nm: {w:.3f} nm")
print(f"sensitivity dW/dw at {THIN:.0f} nm = {gain:.3f}")
print(f"beam energy = {ENERGY_KEV:.1f} keV, range in Si = {range_nm:.1f} nm")
print(f"assumed: escape length {ESCAPE:.1f} nm, broad share {BROAD_SHARE:.1f}, "
      f"edge excess {EDGE_EXCESS:.1f} decaying in {EDGE_DECAY:.1f} nm")
for w in (THIN, THICK):
    a, b, c = shifts[w]
    print(f"shift of W at w = {w:.0f} nm: escape {a:+.3f}, "
          f"backscatter {b:+.3f}, bright edges {c:+.3f} nm")
print(f"current {CURRENT_PA:.0f} pA, dwell {DWELL_US:.0f} us, rows {ROWS}, "
      f"yields Si {YIELD_SI:.0f}, oxide {YIELD_OX:.0f}")
print(f"incident electrons per averaged pixel = {electrons:.0f}")
print(f"noise in W at {THIN:.0f} nm: formula {noise_W:.3f} nm, "
      f"simulated {np.std(W_noisy):.3f} nm")
print(f"resulting noise in inferred w = {noise_W / gain:.3f} nm")
print(f"deflection by a {FIELD_MV_CM:.0f} MV/cm oxide field = "
      f"{deflection:.4f} nm")
print("every check passed")
```

Printed output:

```
beam FWHM F = 3.00 nm, standard deviation s = 1.2740 nm
stripe w | peak | own-half W | W-w | fixed-threshold width (nm)
  0.5 | 0.1556 | 3.019 | 2.5193 | none
  1.0 | 0.3053 | 3.078 | 2.0778 | none
  2.0 | 0.5675 | 3.320 | 1.3204 | 1.423
  3.0 | 0.7610 | 3.748 | 0.7481 | 2.937
  5.0 | 0.9503 | 5.159 | 0.1587 | 5.000
  7.0 | 0.9940 | 7.019 | 0.0192 | 7.000
 10.0 | 0.9999 | 10.000 | 0.0003 | 10.000
w = 2 nm: signal at true edge = 0.4418, half of peak = 0.2838
narrow-limit coefficient: measured 0.23106, ln2/3 = 0.23105
narrow law at 2 nm: W = 3.308 nm
wide law at 7 nm: W-w = 0.0192 nm
bias is 10% of w at w = 3.92 nm = 1.308 F
bias is 1% of w at w = 5.99 nm = 1.996 F
fixed threshold finds no line below w = 1.719 nm = 0.573 F
quadrature estimate at 2 nm: 1.423 nm
quadrature estimate / w in narrow limit: 0.6798
triangular beam, F = 3 nm: w = 6.0 -> 6.000 nm, w = 4.5 -> 4.691 nm
triangular beam: w = 0.06 -> 3.015 nm
w inferred from W = 3.320 nm if F is taken as 2.9 nm: 2.240 nm
w inferred from W = 3.320 nm if F is taken as 3.0 nm: 2.000 nm
w inferred from W = 3.320 nm if F is taken as 3.1 nm: 1.696 nm
sensitivity dW/dw at 2 nm = 0.332
beam energy = 1.0 keV, range in Si = 31.8 nm
assumed: escape length 1.0 nm, broad share 0.3, edge excess 0.5 decaying in 1.0 nm
shift of W at w = 2 nm: escape +0.915, backscatter +0.105, bright edges +0.013 nm
shift of W at w = 7 nm: escape +0.267, backscatter +0.261, bright edges +0.459 nm
current 10 pA, dwell 1 us, rows 500, yields Si 1, oxide 2
incident electrons per averaged pixel = 31208
noise in W at 2 nm: formula 0.075 nm, simulated 0.075 nm
resulting noise in inferred w = 0.225 nm
deflection by a 10 MV/cm oxide field = 0.0010 nm
every check passed
```
